# Depolarization shift of the intersubband resonance in an ultrathin film

## Problem

A semiconductor film of thickness $L=5$ nm confines its electrons between hard walls. The effective mass is $m=0.2$ electron masses, the sheet density is $N=10^{13}$ cm$^{-2}$, and the background permittivity is $\varepsilon=10$. A uniform oscillating electric field is applied normal to the film.

(a) Find the spacing of the two lowest subbands.

(b) Find the frequency at which the film responds resonantly, given that the moving electrons act on one another through their own electric field.

(c) Decide for which films the answer to (b) can be trusted.

Algebra is in atomic units, so $\hbar=1$ and frequencies are energies. Lengths are quoted in nm and energies in eV. Four assumptions define the model:

- The temperature is zero and the bands are parabolic, with the same mass in every subband.
- The static potential is flat between the walls: fixed charge cancels the static field of the electrons.
- The electrons interact through their average field (time-dependent Hartree theory, also called the random-phase approximation). Exchange and correlation are left out.
- The value $\varepsilon=10$ applies at the resonance frequency.

## The bare spacing

The subband functions and energies are

$$\phi_j(z)=\sqrt{\tfrac{2}{L}}\,\sin\frac{j\pi z}{L},\qquad E_j=\frac{\pi^2j^2}{2mL^2}.$$

In ordinary units $E_1=\pi^2\hbar^2/(2\times0.2\,m_e\times(5\ \text{nm})^2)=0.0752$ eV, where $m_e$ is the free-electron mass. The spacing is therefore

$$\omega_{21}=E_2-E_1=3E_1=\frac{3\pi^2}{2mL^2}=0.2256\ \text{eV}.$$

The electrons must all fit into the lowest subband. With both spins, a two-dimensional parabolic band has $m/\pi$ states per unit area and energy, so it fills up to $E_F=\pi N/m=0.1197$ eV above $E_1$. This is less than $\omega_{21}$, and the second subband is empty.

## First estimate by scaling

Treat the electrons as a uniform slab of volume density $N/L$, moved rigidly by a distance $x$ along the normal. Uncovered charge appears at the two faces, and its field pulls each electron back with the force $-4\pi Nx/(\varepsilon L)$. Represent the confinement by a spring of frequency $\omega_{21}$. Then

$$m\ddot x=-m\omega_{21}^2x-\frac{4\pi N}{\varepsilon L}x,$$

$$\Omega_{\rm est}^2=\omega_{21}^2+\omega_p^2,\qquad \omega_p^2=\frac{4\pi N}{\varepsilon mL}.$$

It helps to define the force $K=4\pi N/\varepsilon$. In ordinary units $K/e$ is the field $eN/(\varepsilon_0\varepsilon)=1.81$ MV/cm, so $K=0.181$ eV/nm. From $E_1=\pi^2/(2mL^2)$ we have $1/(mL)=2E_1L/\pi^2$, and hence

$$\omega_p^2=\frac{K}{mL}=\frac{2E_1KL}{\pi^2}=\frac{2\times0.0752\times0.181\times5}{9.870}=0.0138\ \text{eV}^2.$$

With $\omega_{21}^2=0.0509$ eV$^2$, the estimate is $\Omega_{\rm est}=\sqrt{0.0647}=0.254$ eV. The relative size of the effect scales as

$$\frac{\omega_p^2}{\omega_{21}^2}\propto\frac{mNL^3}{\varepsilon}.$$

The estimate should have the right scaling, but its numerical factor is uncertain, because the electrons do not move as a rigid uniform slab.

## Solution of the two-subband model

**Response of the electrons.** Let the total potential energy of an electron oscillate as $v(z)\cos\omega t$. It does not depend on the in-plane position, so in-plane momentum is conserved. Because the masses are equal, every electron sees the same gap $\omega_{21}$. Keeping two subbands, write the motion along $z$ as

$$\psi=e^{-iE_1t}\left[\phi_1+c(t)\,e^{-i\omega_{21}t}\phi_2\right].$$

To first order in $v$, with $M=\int\phi_2v\phi_1\,dz$, the Schrödinger equation gives

$$i\dot c=M\cos\omega t\;e^{i\omega_{21}t}.$$

The driven solution is

$$c=-\frac M2\left[\frac{e^{i(\omega_{21}+\omega)t}}{\omega_{21}+\omega}+\frac{e^{i(\omega_{21}-\omega)t}}{\omega_{21}-\omega}\right].$$

The first-order density change per electron is $2\phi_1\phi_2\,\mathrm{Re}(c\,e^{-i\omega_{21}t})$. The factor $e^{-i\omega_{21}t}$ leaves $e^{\pm i\omega t}$, whose real part is $\cos\omega t$ in both terms. The two fractions add to $2\omega_{21}/(\omega_{21}^2-\omega^2)$. For $N$ electrons per area, the density change is $\delta n(z)\cos\omega t$ with

$$\delta n(z)=A\,\rho(z),\qquad \rho=\phi_1\phi_2,\qquad A=\frac{2N\omega_{21}M}{\omega^2-\omega_{21}^2}.$$

**Field of the displaced charge.** Electrons repel, so the potential energy that they induce obeys $v_{\rm ind}''=-(4\pi/\varepsilon)\,\delta n$. Define

$$R(z)=\int_0^z\rho(z')\,dz'.$$

Orthogonality of the subbands gives $R(L)=0$: the film stays neutral, and the displaced charge forms a dipole layer. We take the applied field as prescribed, which excludes a film between two nearby electrodes held at a fixed voltage. For a uniform drive of this kind the layer produces no field outside. The media on either side therefore do not enter, and one integration starting from zero slope at the wall gives

$$v_{\rm ind}'(z)=-\frac{4\pi}{\varepsilon}A\,R(z).$$

Its matrix element follows by partial integration, in which the boundary term vanishes because $R(0)=R(L)=0$:

$$\int_0^L\rho\,v_{\rm ind}\,dz=-\int_0^LR\,v_{\rm ind}'\,dz=\frac{4\pi}{\varepsilon}A\,S,\qquad S=\int_0^LR^2\,dz.$$

**Self-consistency.** The total matrix element is the applied one plus the induced one:

$$M=M_{\rm ext}+\frac{8\pi NS}{\varepsilon}\,\frac{\omega_{21}}{\omega^2-\omega_{21}^2}\,M.$$

Solving for $M$ and inserting it in $A$ gives

$$A=\frac{2N\omega_{21}M_{\rm ext}}{\omega^2-\Omega^2},\qquad \Omega^2=\omega_{21}^2+\omega_{21}G,\qquad G=\frac{8\pi NS}{\varepsilon}.$$

The response to the applied field is resonant at $\Omega$, not at $\omega_{21}$. The length $S$ is the integral of a square, so $G>0$ and the resonance moves up. Physically, the displaced charge sets up a field that opposes the displacement and stiffens the oscillation.

**The length $S$.** With $u=\pi z/L$,

$$\rho=\frac2L\sin u\sin2u=\frac1L(\cos u-\cos3u),\qquad R=\frac1\pi\left(\sin u-\frac{\sin3u}{3}\right).$$

The two sines are orthogonal on $0<u<\pi$, and each squared sine integrates to $\pi/2$. Therefore

$$S=\frac{L}{\pi^3}\cdot\frac\pi2\left(1+\frac19\right)=\frac{5L}{9\pi^2}=0.2814\ \text{nm}.$$

Inserting this in $G$ gives the closed form

$$\boxed{\;\Omega^2=\omega_{21}^2+\frac{40NL}{9\pi\varepsilon}\,\omega_{21}\;}$$

or $\Omega=\omega_{21}\sqrt{1+\alpha}$ with

$$\alpha=\frac{G}{\omega_{21}}=\frac{40NL}{9\pi\varepsilon}\cdot\frac{2mL^2}{3\pi^2}=\frac{80\,mNL^3}{27\pi^3\varepsilon}.$$

**Numbers.** Since $G=2KS$,

$$G=2\times0.181\times0.2814=0.1019\ \text{eV},$$

$$\Omega=\sqrt{0.2256^2+0.2256\times0.1019}=\sqrt{0.0739}=0.272\ \text{eV}.$$

Depolarization raises the resonance from 0.226 to 0.272 eV, a shift of 0.046 eV. The corresponding $\alpha$ is 0.45.

## Comparison with the estimate

The scaling estimate gave 0.254 eV. Its shift of 0.029 eV is about 38 percent below the two-subband value. To find the missing factor, insert $\omega_{21}=3\pi^2/(2mL^2)$ in the added term:

$$\frac{40NL}{9\pi\varepsilon}\cdot\frac{3\pi^2}{2mL^2}=\frac{20\pi N}{3\varepsilon mL}=\frac53\,\omega_p^2.$$

The scaling was right, but the term added to the squared frequency was too small: the correct term is larger by the factor 5/3. This factor has two parts. The first is the oscillator strength $f=2m\omega_{21}z_{21}^2$, the share of the electrons' total oscillator strength carried by this transition. Partial integration gives the dipole matrix element:

$$z_{21}=\int_0^Lz\rho\,dz=-\int_0^LR\,dz=-\frac{L}{\pi^2}\left(2-\frac29\right)=-\frac{16L}{9\pi^2}.$$

Hence

$$f=\frac{3\pi^2}{L^2}\cdot\frac{256L^2}{81\pi^4}=\frac{256}{27\pi^2}=0.96.$$

The second part is an effective thickness, $L_{\rm eff}=z_{21}^2/S$. With it,

$$\omega_{21}G=\frac{8\pi N\omega_{21}}{\varepsilon}\,\frac{z_{21}^2}{L_{\rm eff}}=f\,\frac{4\pi N}{\varepsilon mL_{\rm eff}},\qquad L_{\rm eff}=\frac{256}{45\pi^2}L=0.58\,L.$$

The polarization of the film is proportional to $R(z)$. It vanishes at the walls and is largest in the middle, whereas the rigid slab has the same polarization everywhere. For a given total dipole, concentrating the polarization raises the field energy. The oscillator strength falls slightly short of one, but the smaller thickness more than makes up for it: $0.96/0.58$ is 5/3 within rounding.

A different shortcut errs the other way. If the antiresonant term, the one with $\omega_{21}+\omega$ in the denominator, is dropped, then $2\omega_{21}/(\omega^2-\omega_{21}^2)$ becomes $1/(\omega-\omega_{21})$. The resonance condition becomes $\Omega=\omega_{21}+G/2=0.2765$ eV. This is also the leading term for small $\alpha$. Here it makes the shift about 10 percent too large.

## Higher subbands and a direct check

With all excited subbands included, each transition $1\to j$ has its own gap $\omega_{j1}$, matrix element $M_j$ and function $R_j(z)=\int_0^z\phi_1\phi_j\,dz'$. Without an applied field, the same steps give

$$M_i=\frac{8\pi N}{\varepsilon}\sum_j\frac{S_{ij}\,\omega_{j1}}{\omega^2-\omega_{j1}^2}M_j,\qquad S_{ij}=\int_0^LR_iR_j\,dz.$$

Setting $X_j=\sqrt{\omega_{j1}}\,M_j/(\omega^2-\omega_{j1}^2)$ turns this into a symmetric eigenvalue problem for $\omega^2$:

$$\omega^2X_i=\omega_{i1}^2X_i+\frac{8\pi N}{\varepsilon}\sum_j\sqrt{\omega_{i1}\omega_{j1}}\,S_{ij}X_j.$$

Reflection symmetry about the middle of the film decouples $1\to3$ from $1\to2$. The nearest partner is $1\to4$, with $\omega_{41}=15E_1=1.128$ eV. Its function is $R_4=[\sin3u/3-\sin5u/5]/\pi$, so the overlap is

$$S_{24}=\frac{L}{2\pi^2}\left(-\frac19\right)=-\frac{S}{10}.$$

The coupling is thus $0.1\,G\sqrt{\omega_{21}\omega_{41}}=0.0051$ eV$^2$ in magnitude. The squared frequencies lie about 1.2 eV$^2$ apart, so second-order repulsion lowers $\Omega^2$ by $0.0051^2/1.2=2.2\times10^{-5}$ eV$^2$. Dividing by $2\Omega$ gives a lowering of 0.00004 eV. Diagonalization with 40 excited subbands gives the same value.

The resonance was also found without the response formula. The film was given a weak momentum kick, the time-dependent Hartree equation was propagated on a grid, and the frequency of the ringing dipole was read off. With the interaction switched off it rings at 0.2256 eV; at the given density it rings at 0.2718 eV, in agreement with the closed form. At doubled density the propagation gives 0.3111 eV and the formula 0.3112 eV. That last comparison tests the response alone: all electrons were held in the lowest subband, although $E_F$ would then be 0.239 eV, above the second subband edge.

## Limits of density and thickness

The condition $E_F<\omega_{21}$ limits how far the formula can be pushed. It reads $\pi N/m<3\pi^2/(2mL^2)$, or $NL^2<3\pi/2$. Inserting this bound in $\alpha$ gives

$$\alpha<\frac{80mL}{27\pi^3\varepsilon}\cdot\frac{3\pi}{2}=\frac{40\,mL}{9\pi^2\varepsilon}.$$

For this film, with its flat potential, the limiting density is $0.2256/0.1197=1.88$ times the given one. There $\alpha$ would be 0.85 and the resonance would lie at 0.307 eV. Above that density the transition $2\to3$ also responds, and the one-subband formula no longer applies. If the fixed charge were instead spread uniformly through the film, the spacing would be smaller and the second subband would start to fill at a lower density.

Now halve the thickness at fixed $N$, $m$ and $\varepsilon$. The spacing rises fourfold to 0.902 eV, while $\alpha$ falls eightfold to 0.056. The shift is then 0.025 eV, close to $G/2$, which is proportional to $L$. Here the thinner film has a higher resonance but a smaller depolarization shift, both in eV and relative to the spacing. These numbers belong to the parabolic hard-wall model. With the rough nonparabolicity used in the next section, the spacing at 2.5 nm would be about 0.62 eV instead of 0.902 eV.

## How far this applies to an indium-oxide channel

The mass, thickness and density are roughly typical of an ultrathin indium-oxide transistor channel, but the permittivity needs care. A value near 10 describes the static response, which includes the motion of the ions. Take an electronic permittivity of 4 and a single phonon at 0.05 eV, both rough values. At photon energy $E$ in eV this gives

$$\varepsilon(E)=4+\frac{6}{1-(E/0.05)^2}.$$

Near the resonance the ions hardly follow, and $\varepsilon$ is 3.86. The self-consistent electronic resonance is then 0.332 eV, with a shift more than twice that found above. The same condition has a second, phonon-like root far below it, near 0.065 eV. For such an oxide, 0.272 eV answers the stated model problem and is not a prediction of the measured line.

Other omissions move the numbers as follows. Each row changes only what it names and keeps $\varepsilon=10$; a dash means that the quantity was not computed.

| Change to the model | Spacing (eV) | Resonance (eV) |
|---|---:|---:|
| None | 0.226 | 0.272 |
| Uniform donors in the film | 0.215 | 0.262 |
| The same donors, with local-density exchange | 0.220 | 0.257 |
| Gate on one side, no donors | 0.221 | 0.264 |
| Nonparabolic band | 0.198 | – |
| Barriers of 3 eV | 0.186 | – |
| Film thinner by 0.3 nm | – | 0.299 |
| Film thicker by 0.3 nm | – | 0.249 |

The donor and gate rows replace the flat potential by a self-consistent one. Exchange widens the spacing yet lowers the resonance, because it also acts in the response, where it offsets part of the repulsion; correlation is still missing. The nonparabolic row uses $E(1+aE)=k^2/(2m)$ with a rough $a=0.4$ eV$^{-1}$. It gives the spacing at zero in-plane momentum; in such a band the spacing shrinks as that momentum grows, so the electrons no longer share one gap. The barrier row uses the same mass inside and outside, and it is sensitive to that choice: a barrier mass of 0.5 electron masses lowers the spacing further, to 0.169 eV. These are separate estimates and should not simply be added. Temperature matters little in this model: at 300 K the second subband holds 0.35 percent of the electrons, and the resonance moves by less than 0.001 eV.

Whether the line can be seen is a separate question. For a rough mobility of 30 cm$^2$/Vs, the transport scattering time $\tau$ gives $\hbar/\tau=0.193$ eV, about four times the depolarization shift. The two become equal at 125 cm$^2$/Vs. The intersubband lifetime need not equal the transport time, so this is only an estimate. It does indicate that in a disordered film the resonance may be too broad for the shift to be read from the spectrum. At this mobility $\hbar/\tau$ is also close to the spacing itself and exceeds $E_F$: $k_Fl=2E_F\tau/\hbar\approx1.2$, and the mean free path of about 1.6 nm is shorter than the film thickness. Sharp subbands and conserved in-plane momentum, which the model assumes, are then doubtful as well. The main values are collected in the numerical output below.

## Calculated quantities

```
film width: 5.0 nm
film width, converted: 50 angstrom
mass: 0.20 electron masses
permittivity: 10.0
sheet density: 1.0e+13 cm^-2
lowest level E1: 0.0752 eV
bare spacing: 0.2256 eV
Fermi energy above E1: 0.1197 eV
depolarization length S: 0.2814 nm
S from double integral: 0.2815 nm
energy 8 pi N S/eps: 0.1019 eV
alpha: 0.4515
two-subband resonance: 0.2718 eV
depolarization shift: 0.0462 eV
linearized resonance: 0.2765 eV
real-time peak, no interaction: 0.2256 eV
real-time peak, given density: 0.2718 eV
real-time peak, doubled density: 0.3111 eV
formula, doubled density: 0.3112 eV
change from higher subbands: -0.000040 eV
Neglected effects, rough parameters:
electronic permittivity: 4.0
phonon energy: 0.05 eV
permittivity at resonance: 3.86
resonance with that permittivity: 0.332 eV
donors in film: spacing: 0.215 eV
donors in film: resonance: 0.262 eV
donors + exchange: spacing: 0.220 eV
donors + exchange: resonance: 0.257 eV
one-sided gate: spacing: 0.221 eV
one-sided gate: resonance: 0.264 eV
temperature: 300 K
share in subband 2: 0.35 percent
resonance with thermal occupation: 0.2715 eV
nonparabolicity: 0.4 1/eV
nonparabolic bare spacing: 0.198 eV
barrier height: 3.0 eV
finite-barrier bare spacing: 0.186 eV
thickness variation, plus or minus: 0.3 nm
resonance, thinner film: 0.299 eV
resonance, thicker film: 0.249 eV
one-sided gate field in film: 1.81 MV/cm
gate-oxide permittivity: 3.9
gate-oxide field: 4.64 MV/cm
mobility: 30 cm2/Vs
lifetime broadening hbar/tau: 0.193 eV
mobility for broadening = shift: 125 cm2/Vs
```
